\section*{Series Resistance and Oxide Capacitance from an MOS Accumulation Reading}

\section{Problem}

An MOS capacitor is biased into strong accumulation. An admittance meter at $f=1$ MHz, set to parallel mode, reads $C_m=80$ pF and $G_m=100\ \mu$S.

(a) Find the series resistance $R$ and the capacitance $C$ corrected for it.

(b) What should the same meter read at 100 kHz, and what does that second reading decide?

(c) The metal gate is a square of side 200 $\mu$m on thermally oxidised n-type (100) silicon at 300 K, and the oxide field is 3.0 MV/cm. How far may $C$ lie from the true oxide capacitance $C_{\rm ox}$?

With the time factor $e^{+i\omega t}$ and $\omega=2\pi f$, the meter measures the ratio of current to voltage,
\begin{equation}
Y=\frac{I}{V}=G_m+i\omega C_m .
\label{reading}
\end{equation}
Parallel mode is a way of reporting this complex number. It does not assert that the device contains a conductance in parallel with a capacitance.

For (a) and (b) the device is modelled as a lossless capacitance $C$ in series with a resistance $R$ that does not depend on frequency. The resistance stands for the wafer, the back contact and the leads. In accumulation the majority carriers, here electrons, form a dense layer under the oxide. If that layer could take up charge with no change of its own potential drop, $C$ would equal $C_{\rm ox}$. Part (c) removes this idealisation.

\section{First estimate by scaling}

The size of the loss is measured by
\begin{equation}
D=\frac{G_m}{\omega C_m}.
\end{equation}
Here $\omega=6.2832\times10^{6}$ rad/s, so $\omega C_m=502.65\ \mu$S and $D=100/502.65=0.1989$. The current is mostly capacitive, and the resistance is a modest perturbation.

The resistance follows from the dissipated power. For a voltage amplitude $V_0$ the meter's conductance implies a mean power $\tfrac12G_mV_0^2$. In the device that power is dissipated in $R$, where it equals $\tfrac12R|I|^2$. To leading order $|I|\approx\omega C_mV_0$, and therefore
\begin{equation}
R_0=\frac{G_m}{(\omega C_m)^2}
=\frac{1.000\times10^{-4}\ {\rm S}}{(5.0265\times10^{-4}\ {\rm S})^2}
=395.8\ \Omega .
\label{scaling}
\end{equation}

The capacitance needs a symmetry argument. The impedance is $Z=R-i/(\omega C)$. Replacing $R$ by $-R$ changes $Z$ into $-Z^*$, and hence $Y=1/Z$ into $-Y^*$. This reverses the sign of $G_m$ and leaves $C_m$ unchanged. The capacitance reading is thus even in $R$, and its relative error starts at order $D^2=0.03958$, about 4\%, times a number that scaling does not supply. The sign is also known: the susceptance cannot exceed $|Y|=1/|Z|$, and $|Z|>1/(\omega C)$ when $R\neq0$, so $\omega C_m<\omega C$. The estimate is a resistance near 400 $\Omega$ and a capacitance a few pF above 80 pF.

\section{Exact solution of the series model}

\subsection{Inverting the reading}

Take the reciprocal of (\ref{reading}) and multiply numerator and denominator by the complex conjugate of the denominator:
\begin{equation}
Z=\frac{1}{G_m+i\omega C_m}
=\frac{G_m-i\omega C_m}{G_m^2+\omega^2C_m^2}.
\end{equation}
This must equal $R-i/(\omega C)$. The real parts give
\begin{equation}
R=\frac{G_m}{G_m^2+\omega^2C_m^2}.
\label{R}
\end{equation}
The imaginary parts give $1/(\omega C)=\omega C_m/(G_m^2+\omega^2C_m^2)$, so that
\begin{equation}
C=\frac{G_m^2+\omega^2C_m^2}{\omega^2C_m}=C_m(1+D^2).
\label{C}
\end{equation}
The numbers are
\begin{align}
G_m^2+\omega^2C_m^2&=(0.1000+2.5266)\times10^{-7}\ {\rm S}^2
=2.6266\times10^{-7}\ {\rm S}^2,\\
R&=\frac{1.000\times10^{-4}}{2.6266\times10^{-7}}\ \Omega=380.7\ \Omega,\\
C&=80.0\times1.03958\ {\rm pF}=83.17\ {\rm pF}.
\end{align}
This answers (a): about 381 $\Omega$ and 83.2 pF.

\subsection{The forward relations and a check in time}

Multiplying (\ref{R}) by (\ref{C}) and by $\omega$ gives $\omega RC=G_m/(\omega C_m)=D$. The loss ratio is thus also the ratio of $R$ to the capacitor's reactance. Solving (\ref{C}) for $C_m$, and then using $G_m=D\,\omega C_m$ with $D=\omega RC$, we obtain
\begin{equation}
C_m=\frac{C}{1+D^2},\qquad
G_m=\frac{\omega^2C^2R}{1+D^2},\qquad D=\omega RC .
\label{forward}
\end{equation}

The result can be tested without complex impedances. The charge $Q_c$ on the capacitor obeys
\begin{equation}
R\frac{dQ_c}{dt}+\frac{Q_c}{C}=V_0\cos\omega t .
\end{equation}
By (\ref{reading}) the steady current is the real part of $YV_0e^{i\omega t}$, which is $V_0(G_m\cos\omega t-\omega C_m\sin\omega t)$. The averages of the current times $\cos\omega t$ and times $\sin\omega t$ over one period are therefore $V_0G_m/2$ and $-V_0\omega C_m/2$. Numerical integration with the values of $R$ and $C$ found above, followed by these averages, returned 100.000 $\mu$S and 80.000 pF, the original readings.

\section{Comparison of the two}

Dividing (\ref{scaling}) by (\ref{R}) gives
\begin{equation}
\frac{R_0}{R}=\frac{G_m^2+\omega^2C_m^2}{\omega^2C_m^2}=1+D^2 .
\end{equation}
The estimate is 4.0\% above the exact value, relative to the latter. The power argument itself was sound. The error came from the current: $|I|^2=V_0^2(G_m^2+\omega^2C_m^2)$, and the estimate dropped $G_m^2$. For the capacitance, (\ref{C}) shows that the number missing from the scaling argument is one.

The estimate is good for $D\ll1$ and fails when $D$ approaches one. In the opposite limit, $D\gg1$, equations (\ref{forward}) give $G_m\to1/R$ and $C_m\to C/D^2$: the resistor carries most of the voltage, and little of the capacitance survives in the reading. In that limit $1/G_m$ is the series resistance. Here it is not, because (\ref{forward}) gives
\begin{equation}
\frac1{G_m}=R\,\frac{1+D^2}{D^2}=R\left(1+\frac1{D^2}\right),
\end{equation}
which is 10000 $\Omega$, some 26 times $R$.

Errors of the readings pass into the results as follows. From (\ref{R}), $\ln R=\ln G_m-\ln(G_m^2+\omega^2C_m^2)$. Differentiation gives
\begin{align}
\frac{\partial\ln R}{\partial\ln G_m}
&=1-\frac{2G_m^2}{G_m^2+\omega^2C_m^2}=\frac{1-D^2}{1+D^2}=0.924,\\
\frac{\partial\ln R}{\partial\ln C_m}
&=-\frac{2\omega^2C_m^2}{G_m^2+\omega^2C_m^2}=-\frac{2}{1+D^2}=-1.924 .
\end{align}
From (\ref{C}), $\ln C=\ln C_m+\ln(1+D^2)$, where $D^2$ varies as $G_m^2$ and as $C_m^{-2}$. Hence
\begin{align}
\frac{\partial\ln C}{\partial\ln G_m}&=\frac{2D^2}{1+D^2}=0.076,\\
\frac{\partial\ln C}{\partial\ln C_m}&=1-\frac{2D^2}{1+D^2}=0.924 .
\end{align}
A 1\% error in $G_m$ moves $R$ by 0.92\% but $C$ by 0.08\%. The corrected capacitance tolerates a mediocre conductance reading as long as $D$ is small.

\section{The second frequency}

One reading supplies two numbers and the model has two unknowns, so any reading with positive $G_m$ and $C_m$ can be fitted. A second frequency puts the model at risk. At 100 kHz the product $\omega RC$ is ten times smaller, 0.0199, and the series model predicts
\begin{equation}
G_m=1.039\ \mu{\rm S},\qquad C_m=83.13\ {\rm pF}.
\end{equation}
The conductance falls by a factor of 96. The factor is not 100 because the denominator $1+D^2$ in (\ref{forward}) also falls, by 4\%. The capacitance reading rises almost to $C$. If the loss came instead from a constant conductance in parallel with the oxide, and $R$ were zero, the meter would still read 100 $\mu$S and 80 pF. The two explanations differ by two orders of magnitude in $G_m$, which answers (b).

Both may be present. Let a small leak $g$ lie in parallel with the oxide, whose capacitance is now $C'$, and let $R'$ be the true series resistance. Then
\begin{equation}
Z=R'+\frac{1}{g+i\omega C'}
=R'+\frac{g-i\omega C'}{g^2+\omega^2C'^2}.
\end{equation}
The real part is what (\ref{R}) calls $R$. For $g\ll\omega C'$ the imaginary part differs from $-1/(\omega C')$ by a relative amount of order $g^2/(\omega C')^2$, so $C'\approx C$ and
\begin{equation}
R'\approx R-\frac{g}{(\omega C)^2}.
\label{leak}
\end{equation}
With $\omega C=502.65\times1.03958=522.5\ \mu$S, a leak of 1 $\mu$S accounts for 3.66 $\Omega$, or 1\% of $R$. Because of the factor $1/\omega^2$, the same leak would add about 366 $\Omega$ to the resistance inferred at 100 kHz. A drift of the inferred $R$ towards low frequency is thus what a small leak produces in this circuit.

An inductance $L$ in the leads adds $i\omega L$ to $Z$. It leaves the real part alone and changes the imaginary part. If $C_L$ is the true capacitance,
\begin{equation}
\omega L-\frac{1}{\omega C_L}=-\frac1{\omega C}
\quad\Longrightarrow\quad
C_L=\frac{C}{1+\omega^2LC}.
\end{equation}
For 0.5 $\mu$H, a rough value for half a metre of lead, $C_L$ is 0.16\% below $C$. This is small beside the 4\% correction for resistance. While both corrections are small they grow as $\omega^2$, so a higher frequency enlarges each of them but leaves their ratio, $L/(R^2C)\approx0.04$, nearly unchanged.

\section{From $C$ to the oxide capacitance}

\subsection{The accumulation layer in series}

The gate area is $A=(200\ \mu{\rm m})^2$. Let $Q$ be the accumulated charge per area, in magnitude, and $\psi$ the potential drop across the accumulation layer. The gate voltage is $Q$ divided by the oxide capacitance per area, plus $\psi$, plus a constant. Differentiating with respect to the total charge $AQ$ gives
\begin{equation}
\frac1C=\frac1{C_{\rm ox}}+\frac1{AC_a},\qquad C_a=\frac{dQ}{d\psi}.
\label{series}
\end{equation}
The corrected reading $C$ is therefore a lower bound on $C_{\rm ox}$ in this model. To find $C_a$ we need the field $F$ at the silicon surface. The electric displacement is continuous, so with relative permittivities 3.9 and 11.7 the field is $F=3.0\times3.9/11.7=1.00$ MV/cm, and $Q=\epsilon F=1.036\ \mu$C/cm$^2$, where $\epsilon$ is the permittivity of silicon.

\subsection{Classical electrons}

Let $z$ run from the interface into the silicon, with electron density $n(z)$ and field $F(z)$. Neglect the donors and the bulk electrons beside the dense layer. Poisson's equation is $\epsilon\,dF/dz=-qn$. In equilibrium the gradient of the electron pressure $P$ balances the force towards the interface, $dP/dz=-qnF$. Hence
\begin{equation}
\frac{d}{dz}\left(\frac{\epsilon F^2}{2}\right)=-qnF=\frac{dP}{dz}.
\end{equation}
Both quantities vanish deep in the silicon, so $P=\epsilon F^2/2=Q^2/(2\epsilon)$ at the surface. At fixed temperature $dP=n\,d\mu$, where $\mu$ is the chemical potential measured from the local band edge, and a change of surface potential gives $d\mu=q\,d\psi$. Thus $Q\,dQ/\epsilon=qn\,d\psi$, and
\begin{equation}
C_a=\frac{q\epsilon n}{Q}=\frac{qn}{F},
\label{Ca}
\end{equation}
with $n$ taken at the surface.

For a Boltzmann gas $P=nkT$. Then $n=\epsilon F^2/(2kT)=1.25\times10^{20}$ cm$^{-3}$ and $C_a=qQ/(2kT)=20.0\ \mu$F/cm$^2$. But this density is more than four times the effective density of states, $2.82\times10^{19}$ cm$^{-3}$, while Boltzmann statistics requires it to be much smaller. With Fermi--Dirac statistics the same pressure is reached at a lower density, $8.35\times10^{19}$ cm$^{-3}$, and (\ref{Ca}) gives $C_a=13.4\ \mu$F/cm$^2$.

\subsection{Quantum confinement}

An electron wave must also nearly vanish at the high oxide barrier, which holds the charge away from the interface. Put all electrons into one state with the normalised trial function $\chi=\sqrt{b^3/2}\;z\,e^{-bz/2}$. Since $\chi'=\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}$,
\begin{equation}
\int_0^\infty\chi'^2dz=\frac{b^2}{2}\left(1-1+\frac12\right)=\frac{b^2}{4},
\end{equation}
and the kinetic energy is $\hbar^2b^2/(8m)$, with $m=0.916$ electron masses normal to the surface. The fraction of charge beyond $z$ is
\begin{equation}
T=\int_z^\infty\chi^2dz'=e^{-s}\left(1+s+\frac{s^2}{2}\right),\qquad s=bz,
\end{equation}
and the local field is $FT$. The field energy per area, $\int\tfrac12\epsilon F^2T^2dz$, is shared by $\epsilon F/q$ electrons per area. Each has
\begin{equation}
\frac{qF}{2}\int_0^\infty T^2dz
=\frac{qF}{2b}\left(\frac12+\frac12+\frac12+\frac38+\frac3{16}\right)
=\frac{33\,qF}{32\,b},
\end{equation}
where the five terms come from $T^2=e^{-2s}(1+2s+2s^2+s^3+s^4/4)$. Setting the derivative of the total energy with respect to $b$ to zero,
\begin{equation}
\frac{\hbar^2b}{4m}=\frac{33\,qF}{32\,b^2}
\quad\Longrightarrow\quad b^3=\frac{33\,mqF}{8\hbar^2},
\end{equation}
so $b=1.705$ nm$^{-1}$. The potential drop is $\psi=F\int_0^\infty T\,dz=3F/b$, and $3/b=1.76$ nm is the mean distance from the interface of an electron in this trial state. As $b\propto F^{1/3}$, $\psi\propto F^{2/3}$ and $d\psi/dF=2\psi/(3F)=2/b$. Therefore
\begin{equation}
C_a=\epsilon\frac{dF}{d\psi}=\frac{\epsilon b}{2}=8.8\ \mu{\rm F/cm^2}.
\end{equation}
A direct numerical minimisation over $b$ and a finite difference of $\psi$ confirmed $b$ and the slope $2/b$ within 0.3\%. That tests the algebra, not the trial function.

\subsection{Result and its limits}

Equation (\ref{series}) gives $C_{\rm ox}=84.0$, 84.5 and 85.2 pF for the Boltzmann, Fermi--Dirac and quantum layers. For the last, $AC_a$ is about 3500 pF and
\begin{equation}
C_{\rm ox}=\frac{83.17\ {\rm pF}}{1-83.17/3500}\approx85.2\ {\rm pF},
\end{equation}
2.4\% above $C$. This answers (c): the accumulation layer matters at the level of a few percent, comparable with the 4.0\% correction for series resistance. The quantum figure for $C_{\rm ox}$ is a one-state estimate, and it is somewhat low. At 300 K nearly half the electrons occupy higher subbands. Including these, with the Fermi level fixed by the bulk, lowers $C_a$ to about 6.8 $\mu$F/cm$^2$ in the Hartree approximation (six valleys with masses 0.916 and 0.19, hard wall at the oxide) and puts $C_{\rm ox}$ near 85.8 pF, 3.2\% above $C$. Exchange and correlation, image forces and penetration into the oxide are still left out. The result also relies on the metal gate. A gate of n-type polysilicon would be depleted at its oxide face under this bias. With $N=10^{20}$ donors per cm$^3$, full depletion would give a width $Q/(qN)$ of 0.65 nm, which acts like a further 0.22 nm of oxide. Semiclassically the bands bend by only about $2.6\,kT/q$, however, so some electrons remain in this layer and it screens less sharply. A semiclassical calculation with Fermi--Dirac statistics gives about 0.27 nm of oxide, which raises the inferred $C_{\rm ox}$ by another 1.7\%. This is too small, because the electron waves in the gate must also nearly vanish at the oxide. A Hartree calculation with a hard wall and the valley masses of (100) silicon gives about 0.44 nm, or 2.8\%.

In terms of thickness, $C$ corresponds to 16.61 nm of oxide and the raw reading to 17.27 nm. The one-state quantum layer adds $(3.9/11.7)(2/b)=0.39$ nm to the apparent thickness, and about 0.51 nm when the higher subbands are included, so the oxide itself would be 16.1 to 16.2 nm thick. At the same oxide field this addition does not depend on the oxide thickness. For an oxide of 2 nm it would be a fifth to a quarter of the oxide's own thickness, and resistance correction alone would not give a usable $C_{\rm ox}$.

The setting can be compared with a real test capacitor. A thermal oxide of some 17 nm on a wafer of 10 $\Omega$ cm and 500 $\mu$m thickness is a plausible device, with rough typical values. A straight column of silicon under the gate would have a resistance of $10\times0.05/(4\times10^{-4})=1250\ \Omega$. Current free to spread towards a full back contact meets less than this, because it takes the pattern of least dissipation. A closer figure comes from a disc of the same area, with radius $a=113\ \mu$m. On a very thick and wide wafer of resistivity $\rho$ its spreading resistance is $\rho/(4a)=222\ \Omega$ if the disc is an equipotential, and about 8\% more if the current enters it uniformly. A full back contact at a depth of 500 $\mu$m lowers either value by about 22 $\Omega$. With these assumed values the wafer accounts for only part of the inferred 381 $\Omega$, and some 160 $\Omega$ or more would lie in the back contact and the leads. In the wafer the ratio of displacement to conduction current is $6.5\times10^{-5}$, so treating it as a resistor is justified. A back contact that acts as a resistance with a capacitance in parallel would make the inferred $R$ depend on frequency, which the second reading could reveal if the change is large enough.

The oxide field is well below the breakdown field of a good thermal oxide, roughly 10 MV/cm. Tunnelling is also negligible. The oxide voltage, about 5 V, exceeds the barrier $\Phi=3.1$ eV per electron charge, so electrons meet a triangular barrier of width $\Phi/(qF_{\rm ox})$. With tunnelling mass $m_t=0.42$ electron masses, the transmission is about $e^{-S}$, where
\begin{equation}
S=\frac2\hbar\int_0^{\Phi/(qF_{\rm ox})}\!\!\sqrt{2m_t(\Phi-qF_{\rm ox}x)}\,dx
=\frac{4\sqrt{2m_t}\,\Phi^{3/2}}{3\hbar qF_{\rm ox}}=80.5 .
\end{equation}
Even with $10^{14}$ attempts per second for each electron, the resulting conductance lies more than twenty powers of ten below the measured $G_m$. This is only a rough estimate. A change of $\Phi$ by a tenth or two of an electronvolt, such as the confinement energy of the electrons causes, shifts it by powers of ten. Thermal excitation to higher energies, which is left out here, raises it by a factor of some 20 to 40 at 300 K, since $kT\,|dS/dE|$ is close to one here. Neither brings the conductance anywhere near the measured one. Leakage through oxide defects is not covered by this estimate; equation (\ref{leak}) gives its effect once $g$ is known. The numerical output below lists the main values, apart from the Hartree figures, the polysilicon estimate and the spreading resistance.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Frequency: 1 MHz
Measured capacitance: 80.0 pF
Measured conductance: 100.0 uS
Angular frequency: 6.2832e+06 rad/s
Measured susceptance: 502.65 uS
Loss ratio D: 0.1989
D squared: 0.03958
Series resistance R: 380.7 ohm
Corrected capacitance C: 83.17 pF
Small-D estimate of R: 395.8 ohm
Wrong reading 1/Gm: 10000 ohm
Time-domain conductance, 1 MHz: 100.000 uS
Time-domain capacitance, 1 MHz: 80.000 pF
Predicted conductance, 100 kHz: 1.039 uS
Predicted capacitance, 100 kHz: 83.13 pF
dlnR/dlnGm: 0.924
dlnR/dlnCm: -1.924
dlnC/dlnGm: 0.076
dlnC/dlnCm: 0.924
Assumed parallel leak: 1.0 uS
Drop in inferred R from leak: 3.66 ohm
Assumed lead inductance: 0.5 uH
Drop in C from inductance: 0.16 %
Gate side: 200 um
Temperature: 300 K
Relative permittivity, oxide and silicon: 3.9, 11.7
Oxide thickness from C: 16.61 nm
Oxide thickness from raw reading: 17.27 nm
Wafer resistivity: 10 ohm cm
Wafer thickness: 500 um
Straight-column wafer resistance: 1250 ohm
omega times dielectric relaxation time: 6.5e-05
Oxide field: 3.0 MV/cm
Oxide voltage: 4.98 V
Accumulation charge: 1.036 uC/cm2
Silicon surface field: 1.00 MV/cm
Density-of-states mass: 1.08 m_e
Effective density of states: 2.82e+19 cm^-3
Surface density, Boltzmann: 1.25e+20 cm^-3
Surface density, Fermi-Dirac: 8.35e+19 cm^-3
Layer capacitance, Boltzmann: 20.0 uF/cm2
Layer capacitance, Fermi-Dirac: 13.4 uF/cm2
Mass normal to the surface: 0.916 m_e
Variational b: 1.705 1/nm
Mean electron distance 3/b: 1.76 nm
Layer capacitance, quantum: 8.8 uF/cm2
Oxide capacitance, Boltzmann layer: 84.0 pF
Oxide capacitance, Fermi-Dirac layer: 84.5 pF
Oxide capacitance, quantum layer: 85.2 pF
Rise over C, quantum layer: 2.4 %
Rise of C over raw reading: 4.0 %
Oxide barrier: 3.1 eV
Oxide tunnelling mass: 0.42 m_e
Attempt rate: 1e+14 1/s
Tunnelling exponent: 80.5
Tunnelling conductance: 7e-30 S
\end{verbatim}
